# Image-potential shift of a Fang-Howard state at a silicon-oxide interface

## Problem

Silicon with relative permittivity \(\varepsilon_s=11.7\) fills \(z>0\), and oxide with \(\varepsilon_{ox}=3.9\) fills \(z<0\). An inversion-layer electron is described along \(z\) by the Fang-Howard function

\[
\psi(z)=\sqrt{\frac{b^3}{2}}\;z\,e^{-bz/2}\quad(z>0),\qquad \psi(z)=0\quad(z\le 0),
\]

with its centroid \(\langle z\rangle\) at 3 nm.

1. Derive the image potential energy \(V(z)\) of the electron for an infinitely thick oxide.
2. Calculate the first-order shift \(\langle V\rangle\), with its sign.
3. Suppose that the state is the variational ground state of a triangular well \(eFz\) with a hard wall at \(z=0\) and normal mass \(m=0.916\,m_0\), the heavy mass of a (100) silicon surface. Find \(F\). How much does the shift change when the state may relax, and when the trial function is replaced by the true state of the same well?
4. Put a metal gate behind 10 nm of oxide and recalculate the first-order shift.
5. Judge the result for a weakly inverted transistor at 300 K.

Take the interface as sharp and plane, and the dielectrics as linear and able to follow the electron without delay. The energy zero of \(V\) lies deep in the silicon.

## Solution

### 1. The image potential

Let a charge \(q\) sit at height \(z_0\) in the silicon. Together with the polarization charge gathered around it, it acts as a charge \(q/\varepsilon_s\) in vacuum. The remaining polarization charge lies on the interface, with surface density \(\sigma\). At distance \(r\) from the foot of the perpendicular, the source gives the normal field

\[
E_0=-\frac{q z_0}{4\pi\varepsilon_0\varepsilon_s(r^2+z_0^2)^{3/2}} .
\]

The minus sign says that the field of a positive charge points down at the interface. A plane charge sheet adds \(\pm s\) to the normal field just above and below itself, where \(s=\sigma/2\varepsilon_0\); its more distant parts contribute no normal component in the plane. There is no free charge on the interface, so the normal displacement is continuous:

\[
\varepsilon_s(E_0+s)=\varepsilon_{ox}(E_0-s).
\]

Collecting the terms in \(s\) gives

\[
s=-\Delta E_0,\qquad
\Delta=\frac{\varepsilon_s-\varepsilon_{ox}}{\varepsilon_s+\varepsilon_{ox}} .
\]

Just above the plane, the sheet therefore has the normal field

\[
s=\frac{(\Delta q/\varepsilon_s)\,z_0}{4\pi\varepsilon_0(r^2+z_0^2)^{3/2}} ,
\]

which is the field of a point charge \(\Delta q/\varepsilon_s\) in vacuum at \(-z_0\). Both potentials obey Laplace's equation in \(z>0\), vanish at infinity and have the same normal derivative on the plane, so they agree throughout the silicon. The image has the sign of \(q\) when \(\varepsilon_s>\varepsilon_{ox}\), and the charge is then repelled by the oxide.

Charge and image are \(2z_0\) apart. The force on the charge is

\[
F_{im}(z_0)=\frac{q^2\Delta}{4\pi\varepsilon_0\varepsilon_s(2z_0)^2}.
\]

The potential energy is the work done against this force in bringing the charge from infinity to \(z\). With \(q=-e\),

\[
V(z)=\int_z^\infty F_{im}(z_0)\,dz_0
=\frac{e^2\Delta}{16\pi\varepsilon_0\varepsilon_s}\int_z^\infty\frac{dz_0}{z_0^2}
=\frac{A}{z},
\qquad
A=\frac{e^2\Delta}{16\pi\varepsilon_0\varepsilon_s}.
\]

Two fixed charges at distance \(2z\) would have twice this energy. The factor one half arises because the image moves along with the electron.

### 2. The first-order shift

All averages follow from \(\int_0^\infty z^n e^{-bz}dz=n!/b^{n+1}\):

\[
\int_0^\infty\psi^2dz=\frac{b^3}{2}\frac{2}{b^3}=1,\qquad
\langle z\rangle=\frac{b^3}{2}\frac{6}{b^4}=\frac3b,\qquad
\Big\langle\frac1z\Big\rangle=\frac{b^3}{2}\frac{1}{b^2}=\frac b2=\frac{3}{2\langle z\rangle}.
\]

The shift is therefore

\[
\langle V\rangle=\frac{Ab}{2}
=\frac{e^2(\varepsilon_s-\varepsilon_{ox})}{16\pi\varepsilon_0\varepsilon_s(\varepsilon_s+\varepsilon_{ox})}\;\frac{3}{2\langle z\rangle}.
\]

For a 3 nm centroid, \(b=1\ \mathrm{nm^{-1}}\) and \(\langle1/z\rangle=0.5\ \mathrm{nm^{-1}}\). The contrast is \(\Delta=7.8/15.6=0.5\). With \(e^2/4\pi\varepsilon_0=1.440\) eV nm,

\[
A=\frac{1.440\times0.5}{4\times11.7}\ \mathrm{eV\,nm}=15.38\ \mathrm{meV\,nm},
\qquad
\langle V\rangle=15.38\times0.5=7.69\ \mathrm{meV}.
\]

The shift is about **7.7 meV upward**, or \(1.23\times10^{-21}\) J.

Evaluating \(V\) at the centroid would give 5.13 meV, smaller by the factor \(2/3\), because \(1/z\) gives more weight to the part of the density near the wall. The share of the shift that comes from \(z<d\) is

\[
\frac{\int_0^d z e^{-bz}dz}{\int_0^\infty z e^{-bz}dz}=1-(1+bd)e^{-bd},
\]

which is 9.0% for \(d=0.5\) nm. A real transition layer between silicon and oxide alters \(V\) in this region, so even the first decimal of the result is physically uncertain.

### 3. Relaxation and the quality of the state

The derivative of the trial function is \(\psi'=\sqrt{b^3/2}\,(1-bz/2)e^{-bz/2}\). Hence

\[
\int_0^\infty\psi'^2dz=\frac{b^3}{2}\left(\frac1b-\frac1b+\frac1{2b}\right)=\frac{b^2}{4},
\qquad
E(b)=\frac{\hbar^2b^2}{8m}+\frac{3eF}{b}.
\]

Setting \(dE/db=\hbar^2b/4m-3eF/b^2\) to zero gives \(b^3=12meF/\hbar^2\). For \(b=1\ \mathrm{nm^{-1}}\),

\[
F=\frac{\hbar^2b^3}{12me}=0.0693\ \mathrm{MV/cm},
\]

so that \(eF=6.93\) meV/nm. The potential energy is \(3eF/b=20.8\) meV. The stationarity condition makes the kinetic energy half of this, 10.4 meV, and the total is 31.2 meV.

Adding the image potential adds \(Ab/2\) to \(E(b)\). Let \(b\) change by \(\delta\). Since \(E'(b)=0\), the energy changes by

\[
\frac{Ab}{2}+\frac{A\delta}{2}+\frac{E''\delta^2}{2}+\dots,\qquad
E''=\frac{\hbar^2}{4m}+\frac{6eF}{b^3}=\frac{9eF}{b^3}=62.4\ \mathrm{meV\,nm^2}.
\]

The minimum lies at \(\delta=-A/2E''\), where the last two terms together give

\[
-\frac{(A/2)^2}{2E''}=-\frac{7.69^2}{2\times62.4}\ \mathrm{meV}=-0.47\ \mathrm{meV}.
\]

Relaxation thus enters in second order. Numerical minimization of the full expression gives \(b=0.891\ \mathrm{nm^{-1}}\) and a shift of 7.25 meV: the electron moves away from the repulsive wall. This argument needs a fixed well. In a self-consistent Hartree well it is the total energy that is minimized, and the subband energy need not be stationary in \(b\).

The choice of trial function matters about as much. The true ground state of the triangular well is an Airy function, with energy 29.5 meV in the same field. The virial theorem, \(2\langle T\rangle=eF\langle z\rangle\), gives \(E=\tfrac32eF\langle z\rangle\), so its centroid is \(2\times29.45/(3\times6.93)=2.83\) nm.

One might expect this closer state to have the larger \(\langle1/z\rangle\), but its density near the wall is lower. To see this, multiply the Schrödinger equation by \(\psi'\) and integrate from 0 to infinity:

\[
-\frac{\hbar^2}{2m}\int_0^\infty\psi''\psi'\,dz+\int_0^\infty(eFz-E)\psi\psi'\,dz
=\frac{\hbar^2}{4m}\psi'(0)^2-\frac{eF}{2}=0 .
\]

The second integral was done by parts with \(\psi\psi'=(\psi^2)'/2\). Thus \(\psi'(0)^2=2meF/\hbar^2=b^3/6\), with \(b\) the Fang-Howard value before relaxation, whereas the Fang-Howard function has \(b^3/2\). Close to the wall the density is \(\psi'(0)^2z^2\), so the trial function overstates it there by a factor of three.

Quadrature with the Airy function gives \(\langle1/z\rangle=0.459\ \mathrm{nm^{-1}}\) and a first-order shift of 7.07 meV. Diagonalizing the well with and without \(A/z\) on a finite-difference grid gives a full shift of 6.58 meV. The 7.7 meV is a correct expectation value for the stated function; as an estimate of the level shift in this hard-wall well it is about 17% too high relative to the full result.

### 4. A metal gate

Resolve the potential into waves along the interface with wavevector of magnitude \(k\). In the silicon below the charge \(q\) at \(z_0\), the amplitude is

\[
\phi_k(z)=\frac{q}{2\varepsilon_0\varepsilon_s k}\left[e^{-k(z_0-z)}+R\,e^{-k(z_0+z)}\right].
\]

In oxide of thickness \(t\) it is \(C\sinh k(z+t)\), which vanishes on the metal. Dividing the continuity condition for the displacement by that for the potential, both at \(z=0\), removes \(C\):

\[
\varepsilon_s\frac{1-R}{1+R}=\varepsilon_{ox}\coth kt
\quad\Rightarrow\quad
R(k)=\frac{\varepsilon_s\tanh kt-\varepsilon_{ox}}{\varepsilon_s\tanh kt+\varepsilon_{ox}} .
\]

The energy is half the charge times the induced potential at its own position. Summing over wavevectors with \(d^2k/(2\pi)^2=k\,dk/2\pi\) gives

\[
V(z)=\frac{e^2}{8\pi\varepsilon_0\varepsilon_s}\int_0^\infty R(k)e^{-2kz}dk .
\]

The Fang-Howard average of the exponential is \(\frac{b^3}{2}\cdot\frac{2}{(b+2k)^3}\), hence

\[
\langle V\rangle=\frac{e^2}{8\pi\varepsilon_0\varepsilon_s}\int_0^\infty\frac{R(k)\,dk}{(1+2k/b)^3}.
\]

Two limits check the formula. For \(t\to\infty\), \(R\to\Delta\), the integral is \(\Delta b/4\), and the earlier result \(Ab/2\) returns. For \(t\to0\), \(R\to-1\): the contrast 0.5 is replaced by \(-1\), and the shift becomes \(-2\times7.69=-15.4\) meV, the attraction of a bare metal surface.

For \(t=10\) nm, numerical integration gives 5.09 meV, which is 2.60 meV below the thick-oxide value. Waves with \(\tanh kt<\varepsilon_{ox}/\varepsilon_s=1/3\) have negative \(R\); at long wavelength the electron is attracted by the metal. Since \(R\) falls at every \(k\) as \(t\) decreases, a thinner oxide lowers the shift further and finally reverses its sign.

### 5. The transistor

A depletion layer that starts with the field \(F\) and has a band bending of 0.8 V, a rough value slightly past the onset of strong inversion (about 0.75 V at the doping found below), is \(W=2\times0.8\ \mathrm V/F=231\) nm wide for uniform doping. Its charge density is \(\varepsilon_0\varepsilon_sF/e=4.5\times10^{11}\ \mathrm{cm^{-2}}\), which implies a doping of \(1.9\times10^{16}\ \mathrm{cm^{-3}}\). These numbers suit a long-channel device; strongly scaled transistors generally have thinner insulators and higher fields. Neglecting the gate is a serious error when the oxide is this thin: including it lowers the first-order shift from 7.7 to 5.1 meV at 10 nm, and further for thinner oxide. Hafnium oxide has a static permittivity of roughly 20, above that of silicon. A thick layer of it directly on the silicon would make \(\Delta\) negative even without a gate, provided its ions follow the electron. Real stacks usually have a thin silicon oxide layer in between. With thick hafnium oxide and no gate, an interlayer thicker than about 0.6 nm makes the shift of this 3 nm state positive again, as does a slow ionic response. A nearby gate works the other way: 1 nm of silicon oxide, 2 nm of hafnium oxide and a metal give about \(-2\) meV for the same state.

The following estimates are separate and refer to the thick oxide.

- **Oxide penetration.** For a barrier of 3.1 eV and an oxide mass of \(0.5\,m_0\), both rough, the decay constant is \(\kappa=6.35\ \mathrm{nm^{-1}}\). Continuity of \(\psi'/\text{mass}\) gives \(\psi(0)=\psi'(0)\,m_{ox}/(m\kappa)\), as if the wall stood 0.086 nm further back. The level of the well without image falls by \(eF\) times this length, 0.60 meV. The density also moves toward the interface, which raises the image shift by about 0.4 meV; since \(\psi(0)\neq0\), \(\langle1/z\rangle\) then diverges logarithmically and must be cut off at an atomic distance.
- **Depletion curvature.** The fixed charge bends the well by \(-eFz^2/2W\). With \(\langle z^2\rangle=12/b^2\), this lowers the Fang-Howard energy by 0.18 meV to first order; the true state, which extends less far, gives a somewhat smaller value.
- **Oxide response.** If the oxide's ions did not follow the electron, its permittivity would be roughly 2.1 and the shift 10.7 meV. The assumption of a static response is thus a sizeable uncertainty.
- **Mobile charge.** A sheet of \(N\) electrons per area screens over the length \(\varepsilon_0(\varepsilon_s+\varepsilon_{ox})k_BT/(e^2N)\) when it is thin and non-degenerate. For \(N=10^{10}\ \mathrm{cm^{-2}}\) this is 223 nm, far more than the 6 nm between an electron at the centroid and its image. The effect is still not negligible, because the screening energy falls off only as the inverse screening length times a logarithm: static linear screening lowers the level by about 1.3 meV at this density. The two lengths become equal at \(3.7\times10^{11}\ \mathrm{cm^{-2}}\), so the unscreened image cannot be carried over to strong inversion, where exchange and correlation must also be treated.

At 300 K the thermal energy is 25.9 meV, comparable with the subband spacings. With the usual valley degeneracies and in-plane masses, the lowest subband of this triangular well holds only about a fifth of the electrons. The 7.7 meV is thus the shift of one level, not an average over the inversion layer. The valleys with the light normal mass \(0.19\,m_0\) have, in the same field, \(b\) smaller by \((0.19/0.916)^{1/3}\), and their shift is 4.55 meV. Their levels lie higher, because the well energy \(3\hbar^2b^2/8m\) scales as \(m^{-1/3}\). Within this ungated first-order model the image potential therefore narrows the gap between the lowest levels of the two valley groups by \(7.69-4.55=3.1\) meV. The full hard-wall shifts, 6.58 and 4.08 meV, give a smaller narrowing of 2.5 meV.
